# Bohm speed with Boltzmann electrons and negative ions: two derivations

## Definitions and conventions

A plasma contains singly charged positive ions of mass $M$, electrons of temperature $T_e$ and singly charged negative ions of temperature $T_-$. It faces a wall biased so negatively that electrons and negative ions are almost all turned back. The boundary between the quasineutral plasma and the positively charged layer at the wall is the sheath edge. There

$$a=\frac{n_-}{n_e},\qquad g=\frac{T_e}{T_-}\ge 1,\qquad n_s=n_e+n_- ,$$

where $n_s$ is the positive-ion density at the edge. With $\phi_s$ the edge potential and $e>0$ the elementary charge, define

$$\eta=\frac{e(\phi_s-\phi)}{kT_e},\qquad m=\frac{Mu^2}{kT_e},$$

where $u$ is the ion speed at the edge. Thus $\eta$ is zero at the edge and grows towards the wall. The positive ions are cold, meaning that at each point they share one velocity. The system is steady and unmagnetized, and the sheath is planar and collisionless.

Both negative species obey Boltzmann's law: for each, the electric force balances its own pressure gradient. The result to be derived is

$$\boxed{u_B^2=\frac{kT_e}{M}\,\frac{1+a}{1+ag}}$$

It is the smallest entry speed allowed by the charge balance next to the edge, taken to first order in the potential drop. For large $g$ the sheath can demand a higher speed, as shown below.

Two abbreviations will recur:

$$R(a)=\frac{1+ag}{1+a},\qquad D(a)=2(1+ag)^2-a(g-1)^2 .$$

In terms of $R$, the result reads $m=1/R$.

## First derivation: the charge in the sheath

**Densities.** Energy conservation gives an ion at drop $\eta$ the squared speed $u^2+2kT_e\eta/M=u^2(1+2\eta/m)$. The flux is constant in a planar sheath without ionization, so density varies inversely with speed. Relative to $n_s$,

$$n_i=\left(1+\frac{2\eta}{m}\right)^{-1/2},\qquad N=\frac{e^{-\eta}+a\,e^{-g\eta}}{1+a}.$$

Here $N$ is the total negative density. The factor $g$ appears because the same energy $kT_e\eta$ is $g\eta$ in units of $kT_-$.

**Poisson's equation.** From $\phi''=-en_s(n_i-N)/\varepsilon_0$ and the minus sign in the definition of $\eta$,

$$\lambda_0^2\,\eta''=n_i-N,\qquad \lambda_0^2=\frac{\varepsilon_0kT_e}{e^2n_s}.$$

Multiply by $\eta'$ and integrate from the edge, where the field is negligible on the sheath scale:

$$\tfrac12\lambda_0^2\eta'^2=W(\eta)=m\left(\sqrt{1+\frac{2\eta}{m}}-1\right)-P(\eta),$$

$$P(\eta)=\int_0^\eta N\,d\eta_1=\frac{(1-e^{-\eta})+(a/g)(1-e^{-g\eta})}{1+a}.$$

The left side is a square, so a sheath exists only if $W$ does not become negative.

**First order.** For small $\eta$, $n_i\approx1-\eta/m$ and $N\approx1-R\eta$. Therefore

$$n_i-N\approx\left(R-\frac1m\right)\eta,\qquad W\approx\frac12\left(R-\frac1m\right)\eta^2 .$$

If $m<1/R$, then $W<0$ immediately inside the edge and no real field exists. Hence $m\ge1/R$, which is $u\ge u_B$. Physically, the potential drop thins out both kinds of charge. Slow ions are thinned more, because a given energy gain changes their speed by a larger fraction. They must enter fast enough to be thinned no more than the negative charge.

**Second order.** At equality the linear term vanishes and the next one decides. The expansions are

$$n_i=1-\frac{\eta}{m}+\frac{3\eta^2}{2m^2}+\dots,\qquad N=1-R\eta+\frac{1+ag^2}{2(1+a)}\eta^2+\dots$$

With $1/m=R$, the coefficient of $\eta^2$ in $n_i-N$ is

$$\frac{3(1+ag)^2-(1+a)(1+ag^2)}{2(1+a)^2}.$$

Multiplying out gives $(1+a)(1+ag^2)=1+a+ag^2+a^2g^2=(1+ag)^2+a(g-1)^2$. The coefficient is therefore $D(a)/[2(1+a)^2]$. If $D<0$, the charge just inside the edge is negative and the local Bohm speed cannot start a sheath.

To find when this can happen, use

$$\frac{(1+ag)^2}{a}=\frac1a+2g+ag^2\ge4g,$$

with equality at $a=1/g$. So $D\ge a[8g-(g-1)^2]$, and $D$ is non-negative for every $a$ if $g^2-10g+1\le0$. With $g\ge1$ this means

$$g\le5+2\sqrt6\approx9.90 .$$

**The whole sheath.** Below this threshold the local speed suffices at every depth. Since densities are positive, $n_i>N$ is equivalent to

$$F(\eta)\equiv N^{-2}>1+\frac{2\eta}{m}.$$

The right side is a straight line. At $\eta=0$ both sides equal 1, and $F'(0)=-2N'(0)=2R$. At $m=1/R$ the line is thus the tangent to $F$. Differentiating twice,

$$F''=\frac{2}{N^4}\left(3N'^2-NN''\right).$$

At depth $\eta$ the density ratio is $a_\eta=a\,e^{-(g-1)\eta}$, with $N'/N=-R(a_\eta)$ and $N''/N=(1+a_\eta g^2)/(1+a_\eta)$. The algebra of the second-order step then gives

$$F''=\frac{2}{N^2}\,\frac{D(a_\eta)}{(1+a_\eta)^2}.$$

For $g\le5+2\sqrt6$ this is non-negative, and it vanishes at one depth at most. A curve of this kind lies above its tangent, so the charge is positive for all $\eta>0$.

**Above the threshold.** Now $W$ must be examined at all depths. The condition $W\ge0$ reads $m\sqrt{1+2\eta/m}\ge m+P$. Both sides are positive, so squaring is allowed:

$$m^2+2m\eta\ge m^2+2mP+P^2 .$$

Because $N<1$ for $\eta>0$, we have $P<\eta$, and division gives

$$m\ge\frac{P^2}{2(\eta-P)}\qquad\text{for every }\eta>0 .$$

As $\eta\to0$, $P\approx\eta-R\eta^2/2$ and the right side tends to $1/R$, the local condition. At larger $\eta$ it can be greater. Take $a=0.05$ and $g=20$. The local value is $m=1.05/2=0.525$, but $D=2(2)^2-0.05(19)^2=-10.05$. Evaluating the right side on a fine grid of $\eta$ gives a maximum of 0.614, at a drop of $0.246\,kT_e/e$. The entry speed must therefore exceed the local Bohm speed by the factor $\sqrt{0.614/0.525}=1.08$.

## Second derivation: the end of quasineutral flow

This derivation approaches the edge from the plasma side and does not use Poisson's equation.

**Why the flow ends.** Let $x$ increase towards the wall. In a planar presheath, let ionization supply $S$ ions per volume and time, and let $f\ge0$ be the deceleration from friction and from bringing new ions up to speed. With $c^2=kT_e/M$,

$$(nu)'=S,\qquad uu'=c^2\eta'-f .$$

Quasineutrality makes $n$ equal to the total negative density, so Boltzmann's law gives $n'/n=-R\eta'$, with $R$ taken at the local density ratio. The first equation becomes $u'=S/n+uR\eta'$. Substitution in the second gives

$$\left(c^2-u^2R\right)\eta'=f+\frac{uS}{n}.$$

The right side is positive if there is any ionization or friction. Ions start slowly, so the bracket is positive at first. As $u^2$ approaches $c^2/R$, the bracket tends to zero and the field grows without limit. Quasineutrality fails there, and

$$u^2=\frac{c^2}{R}=\frac{kT_e}{M}\frac{1+a}{1+ag}.$$

The details of $S$ and $f$ affect where the edge lies and what $a$ is there, but not this relation.

**A case solved in closed form.** Let cold ions fall freely from rest towards a small sphere, without ionization or collisions. Measure the drop $\psi$, in units of $kT_e/e$, from the place of rest, where the density ratio is $a_b$. Then $Mu^2/(kT_e)=2\psi$, and the flux density is

$$\Gamma\propto\sqrt{2\psi}\left(e^{-\psi}+a_b\,e^{-g\psi}\right).$$

The total current is constant, so $\Gamma$ must rise as the area shrinks. The quasineutral flow cannot continue inward past a maximum of $\Gamma$. With the local ratio $a=a_b\,e^{-(g-1)\psi}$,

$$\frac{d\ln\Gamma}{d\psi}=\frac1{2\psi}-R(a)=0,$$

so $m=2\psi=1/R$, the same result. The bulk and edge ratios are linked by inserting $\psi=1/(2R)$:

$$a_b=a\exp\left[\frac{(g-1)(1+a)}{2(1+ag)}\right].$$

The bulk is richer in negative ions than the edge, because the colder species is held back more strongly by the same potential.

**Maximum or minimum.** From $dR/da=(g-1)/(1+a)^2$ and $da/d\psi=-(g-1)a$,

$$\frac{d^2\ln\Gamma}{d\psi^2}=-\frac1{2\psi^2}+\frac{a(g-1)^2}{(1+a)^2}.$$

At a stationary point $1/(2\psi^2)=2R^2$, so the right side equals $-D(a)/(1+a)^2$. The stationary point is a maximum when $D>0$, the same condition that makes the charge positive just inside the sheath.

For $g=15$, $D=0$ becomes $450a^2-136a+2=0$, with roots $a=0.0155$ and $0.287$. The corresponding bulk ratios are 4.96 and 1.57. For $a_b$ between them the flux density has two maxima with a minimum between. An ion flow coming from the bulk meets the maximum with the smaller drop first, which has the larger $a$. There $D>0$, but the test of $W$ at all depths is still needed, because $g$ is above the threshold. For $g=15$ the edge fails it at $a_b=1.6$, for example, but passes it at $a_b=2$. Where the test fails, this edge cannot be joined to a steady monotonic sheath, and the present model does not say what replaces it.

## What each derivation assumes

Both assume cold positive ions and Boltzmann negative species. They differ in the rest.

The sheath derivation needs Poisson's equation and a collisionless layer, but no history of the ions. It yields an inequality, $u\ge u_B$, and shows when the whole layer is possible. It cannot say which allowed speed occurs.

The plasma derivation needs quasineutrality and a slow start of the ions, and it yields the opposite bound: smooth flow persists only while $u<u_B$. The two regions can then meet only at equality, provided the sheath accepts it. The plasma derivation also relates $a$ to the bulk, but that relation depends on how the ions were accelerated. The exponential formula above belongs to free fall from rest.

Each treats the edge as a sharp surface. This is a limit in which the Debye length is much smaller than the presheath length.

## Meaning and limits

The result can be written $u_B^2=kT_*/M$ with

$$\frac{n_e+n_-}{T_*}=\frac{n_e}{T_e}+\frac{n_-}{T_-}.$$

The effective temperature is a density-weighted harmonic mean, so the colder species counts heavily. Without negative ions, or with $g=1$, $T_*=T_e$. For $a\to\infty$ at fixed $g$, $T_*\to T_-$.

For small $a$, expansion gives $m\approx1-a(g-1)$, which requires $ag\ll1$ and not merely $a\ll1$. At $g=8$ the full formula gives $m=0.611$ for $a=0.1$, where the expansion would give 0.3. It gives $m=0.176$ for $a=2$ and 0.136 for $a=10$, approaching $1/g=0.125$.

**Warm ions.** Suppose the ion velocities at the edge fill the interval from $u-w$ to $u+w$ uniformly, with $u>w$. The velocity variance is $w^2/3$, so $kT_i=Mw^2/3$. With $q=2kT_e\eta/M$, flux conservation for each velocity group gives

$$n_i=\frac1{2w}\int_{u-w}^{u+w}\frac{v\,dv}{\sqrt{v^2+q}}=\frac{\sqrt{(u+w)^2+q}-\sqrt{(u-w)^2+q}}{2w}.$$

Its slope at $q=0$ is

$$\frac1{4w}\left(\frac1{u+w}-\frac1{u-w}\right)=-\frac1{2(u^2-w^2)} .$$

For cold ions the slope is $-1/(2u^2)$. The local condition therefore holds with $u^2$ replaced by $u^2-w^2$, and at equality

$$u^2=u_B^2+\frac{3kT_i}{M}.$$

## Example: oxygen plasma implantation

Take O$_2^+$ as the positive ion ($M=31.998$ u) and O$^-$ as the negative ion, with $T_e=2.4$ eV, $T_-=0.3$ eV, $a=0.5$, $n_s=10^{10}$ cm$^{-3}$ and a bias of 1000 V. Here $g=8$ lies below the threshold, so the local speed serves the whole sheath:

$$m=\frac{1+0.5}{1+0.5\times8}=0.300 .$$

Without negative ions the speed would be $\sqrt{kT_e/M}=2690$ m/s. The factor $\sqrt{0.300}=0.548$ lowers it to

$$u_B=1473\ \text{m/s}=1.47\ \text{km/s}.$$

The current density $J=en_su_B$ is 0.236 mA/cm$^2$, against 0.431 mA/cm$^2$ without negative ions at the same $n_s$. Each molecule carries two atoms, so $2n_su_B=2.95\times10^{15}$ oxygen atoms arrive per cm$^2$ and second while the bias is on. The retained dose is lower if atoms are reflected or sputtered.

If the ions fell freely from rest, their drop to the edge was $0.300\times2.4/2=0.36$ V, and the bulk ratio was $0.5\,e^{7\times0.15}=1.43$. These two values do not carry over to a planar presheath fed by ionization. There, without friction on the gas, $nu^2/c^2+n_e+n_-/g$ is constant, and a bulk ratio of 1.43 leads to an edge with $a=0.16$ after a drop of 0.74 V.

**Sheath width.** Far below the edge, $W\approx\sqrt{2m\eta}$, so $\lambda_0\eta'=\sqrt2\,(2m\eta)^{1/4}$. Integration to the wall value $\eta_w=1000/2.4=417$ gives the Child width

$$s=\lambda_0\,\frac{4\,\eta_w^{3/4}}{3\sqrt2\,(2m)^{1/4}}=11.4\ \text{mm}.$$

Numerical quadrature of $\lambda_0\,d\eta/\sqrt{2W}$ with the full $W$, started at $\eta=1$, gives 12.4 mm. It cannot start at the edge: at equality $W\propto\eta^3$ there, and the integral diverges. The full result is wider although it omits the first part, mainly because the Child form neglects the negative charge. That charge enters through $P$, which lowers $W$ and so weakens the field. With $P$ set to zero, the same quadrature gives only 11.5 mm.

**Comparison with real implantation.** The plasma values are rough ones, assumed for illustration. The choice of $T_-$ matters: below $2.4/9.90=0.24$ eV, $g$ would exceed the threshold and the test of $W$ at all depths would be needed. At $T_-=0.1$ eV and the same $a$, for example, the local formula gives $m=0.115$, but the whole sheath demands at least 0.174, a speed 23 % higher. The cold-ion assumption is broken in practice. For a rough $T_i=0.05$ eV and the uniform velocity distribution used above, $m$ rises from 0.300 to $0.300+0.15/2.4=0.3625$, and the speed by 9.9 %. If a rough 10 % of the edge ions are O$^+$ that fell through the same potential, they have the same $Mu^2$ and leave the criterion unchanged. They move $\sqrt2$ times faster, which raises the current by 4.1 % at fixed $n_s$.

**Collisions and edge width.** At 2 mTorr and 400 K, a rough cross section of $5\times10^{-15}$ cm$^2$ gives a mean free path $L=41$ mm. If the cross section kept this value up to the full ion energy, an ion would suffer about 0.3 collisions on average while crossing the Child sheath. Charge-exchange cross sections fall with energy, so the true number is probably smaller, but some ions still arrive with less than the full bias energy.

The edge itself is smeared. With the Debye length $\lambda_D=\lambda_0\sqrt m=0.063$ mm and a potential change $\delta$ in units of $kT_*/e$ over a distance $x$, the Poisson, second-order charge and friction terms balance when $\lambda_D^2\delta/x^2\sim\delta^2\sim x/L$. Eliminating $x$ gives $\delta\sim(\lambda_D/L)^{2/5}=0.075$. This is an order of magnitude, since numerical coefficients were dropped.

**Boltzmann law for O$^-$.** Negative ions formed by attachment must drift back to the bulk, and friction on this drift disturbs the force balance. Over a length $L$, with rate coefficient $K$ and gas density $n_g$, the drift speed is about $Kn_gL/a$. Take the collision frequency as the mean thermal speed divided by $L$, and the electric force as $e(0.36\ \text{V})/L$. For a rough $K=2\times10^{-11}$ cm$^3$/s, friction is then 0.08 of the electric force.

**Pulse length.** In the Child sheath, distance grows as $\eta^{3/4}$ and speed as $\eta^{1/2}$, hence speed as the two-thirds power of distance. The transit time is then three times the width divided by the final speed, or 0.44 µs. The time scale for forming the sheath, $s/u_B$, is 7.7 µs. The presheath must also readjust, over a length of order $L$, which takes about $L/u_B=28$ µs. The steady current density therefore applies only to pulses much longer than both times. In shorter pulses, ions uncovered by the expanding sheath make up a substantial part of the dose.

Numbers in the example were calculated in double precision.
